# Neutral wavelength of a ripple on a stressed solid surface

## The problem

A solid with a flat free surface carries a uniform in-plane stress $\sigma_0=1$ GPa. Its Young's modulus is $E=130$ GPa, its Poisson's ratio is $\nu=0.28$ and its surface energy is $\gamma=1$ J/m². Atoms can move along the surface, so the surface can change shape while the volume stays constant. Suppose it acquires a shallow ripple

$$h(x)=a\cos kx,\qquad k=\frac{2\pi}{\lambda},\qquad ak\ll1 .$$

The ripple lengthens the surface, which costs energy, but it also lets the solid relax part of its stress, which releases energy.

1. Find the stress along the rippled surface to first order in $ak$.
2. Find the change of free energy per unit area.
3. Find the neutral wavelength, at which the two effects cancel, and evaluate it. Which ripples decay, and which can grow?

Take the solid to be isotropic and linearly elastic, and deep compared with the wavelength. It fills $z<h(x)$, and tension is positive. The ridges are straight and long in the $y$ direction, so the ripple adds no strain along $y$. The surface energy does not depend on orientation or strain. The mean strain is held fixed, so no outside force does work.

## Hints

**Hint 1.** No force acts on a free surface. The normal to the rippled surface is tilted, so the original stress $\sigma_0$ alone would violate this condition. What shear stress must be added at $z=0$ to restore it?

**Hint 2.** Look for the added stress in an Airy function of the form $f(z)\cos kx$ that decays into the solid.

**Hint 3.** Ask what it costs to add a little material at a given place on the surface. There is one contribution from the stored elastic energy and one from the change in surface length.

**Hint 4.** The capillary cost varies as $k^2$ and the elastic gain as $k$. They can balance at one nonzero $k$.

## Full solution

### Step 1: the condition at the free surface

A normal to the surface is proportional to $(-h',1)$, where $h'=dh/dx$. The two components of the surface force must vanish:

$$-h'\sigma_{xx}+\sigma_{xz}=0,\qquad -h'\sigma_{xz}+\sigma_{zz}=0 .$$

Without the ripple, $\sigma_{xx}=\sigma_0$ and $\sigma_{xz}=\sigma_{zz}=0$. The added stresses are of first order in $ak$, and so is $h'$. Products of the two are dropped. For the same reason the added stresses may be evaluated at $z=0$ instead of $z=h$. This leaves

$$\sigma_{xz}(x,0)=\sigma_0h'=-\sigma_0ak\sin kx,\qquad \sigma_{zz}(x,0)=0 .$$

The ripple therefore acts on the solid like a shear load on a flat surface.

### Step 2: the added stress

Write the added stresses as derivatives of an Airy function $\phi$:

$$\delta\sigma_{xx}=\phi_{zz},\qquad \sigma_{zz}=\phi_{xx},\qquad \sigma_{xz}=-\phi_{xz}.$$

The forces then balance at every interior point, because mixed derivatives cancel. The strains must also come from a continuous displacement. For an isotropic solid this requires $\nabla^4\phi=0$. With $\phi=f(z)\cos kx$ it becomes

$$\left(\frac{d^2}{dz^2}-k^2\right)^2f=0 .$$

The solutions that decay as $z\to-\infty$ are $f=(A+Bz)e^{kz}$. The two surface conditions fix the constants.

- The normal stress is $\sigma_{zz}=-k^2f\cos kx$. It vanishes at $z=0$ if $A=0$.
- The shear stress is $\sigma_{xz}=kf'\sin kx$. Since $f'(0)=B$, the condition $kB=-\sigma_0ak$ gives $B=-\sigma_0a$.

Differentiating $f=-\sigma_0az\,e^{kz}$ twice gives

$$\delta\sigma_{xx}=-\sigma_0ak\,(2+kz)\,e^{kz}\cos kx .$$

At the surface the total stress is

$$\boxed{\sigma_{xx}=\sigma_0\,(1-2ak\cos kx)}$$

The magnitude of the stress falls at the crests, where $\cos kx=1$, and rises in the troughs. This holds for tension and compression alike, because the correction is proportional to $\sigma_0$. A crest stands clear of its surroundings and can relax sideways, while a trough concentrates the stress. The added stresses contain the factor $e^{kz}$ and are very small one wavelength below the surface.

### Step 3: the elastic energy density at the surface

The surface layer has stresses $\sigma_{xx}$ and $\sigma_{yy}$. The shear stress there is of first order and enters the energy as its square, so it can be dropped. The energy per volume is

$$w=\frac{\sigma_{xx}^2+\sigma_{yy}^2-2\nu\sigma_{xx}\sigma_{yy}}{2E}.$$

The ripple adds no strain along $y$. Hooke's law, with $\sigma_{zz}=0$ at the surface, then gives

$$\delta\varepsilon_{yy}=\frac{\delta\sigma_{yy}-\nu\,\delta\sigma_{xx}}{E}=0\quad\Rightarrow\quad\delta\sigma_{yy}=\nu\,\delta\sigma_{xx}.$$

The first-order change of $w$ is therefore

$$\delta w=\frac{(\sigma_0-\nu\sigma_{yy})+\nu(\sigma_{yy}-\nu\sigma_0)}{E}\,\delta\sigma_{xx}
=\frac{1-\nu^2}{E}\,\sigma_0\,\delta\sigma_{xx}.$$

The original $\sigma_{yy}$ has cancelled. The answer is the same whether the solid was stressed along $x$ alone or equally along $x$ and $y$. Inserting the surface stress from Step 2,

$$\delta w=-\frac{2(1-\nu^2)\sigma_0^2}{E}\,ak\cos kx .$$

### Step 4: the cost of adding material

Add a thin layer of thickness $\delta h(x)$, strained to match the surface beneath it. It brings elastic energy $w\,\delta h$ per unit area. The solid then readjusts slightly. It was already at its minimum of elastic energy, so this readjustment changes the energy only at second order in $\delta h$.

The surface energy per unit projected area, for small slopes, is $\gamma(1+h'^2/2)$. Its change is $\gamma h'\,\delta h'$. Integrating by parts over a period turns this into $-\gamma h''\,\delta h$. Since $h''=-ak^2\cos kx$, the capillary cost per added volume is $+\gamma ak^2\cos kx$.

The uniform part of $w$ has no effect, because the total volume is conserved. The varying part of the cost per volume is

$$p(x)=\left[\gamma k^2-\frac{2(1-\nu^2)\sigma_0^2k}{E}\right]a\cos kx .$$

If the bracket is positive, material costs more at the crests than in the troughs, and the surface gains by flattening. If it is negative, the surface gains by moving material from troughs to crests.

### Step 5: the free energy of the ripple

Let the amplitude grow from $0$ to $a$. When it has the value $a'$, a further increase $da'$ adds the layer $da'\cos kx$. The average of $\cos^2kx$ is $1/2$, so

$$\Delta F=\int_0^a\left[\gamma k^2-\frac{2(1-\nu^2)\sigma_0^2k}{E}\right]\frac{a'}{2}\,da'
=\frac{a^2}{4}\left[\gamma k^2-\frac{2(1-\nu^2)\sigma_0^2k}{E}\right]$$

per unit area.

Each term can be checked separately. The average of $\gamma h'^2/2$ is $\gamma a^2k^2/4$, which is the first term. For the second, use the surface displacement. From Hooke's law with no added $y$ strain,

$$\delta\varepsilon_{xx}=\frac{1-\nu^2}{E}\delta\sigma_{xx}
\quad\Rightarrow\quad
u_x=-\frac{2(1-\nu^2)\sigma_0a}{E}\sin kx .$$

A linear solid that relaxes under a load lowers the total energy by half the product of load and displacement. The load is $-\sigma_0ak\sin kx$, and the average of $\sin^2kx$ is $1/2$. The energy released is

$$\frac12\cdot\frac12\cdot\sigma_0ak\cdot\frac{2(1-\nu^2)\sigma_0a}{E}
=\frac{(1-\nu^2)\sigma_0^2a^2k}{2E},$$

in agreement with the second term of $\Delta F$.

### Step 6: the neutral wavelength

The bracket vanishes at the nonzero wavenumber

$$k_c=\frac{2(1-\nu^2)\sigma_0^2}{E\gamma},$$

and $\lambda_c=2\pi/k_c$ gives

$$\boxed{\lambda_c=\frac{\pi E\gamma}{(1-\nu^2)\sigma_0^2}}$$

In terms of $k_c$ the free energy is $\Delta F=\tfrac14\gamma a^2k(k-k_c)$. Ripples with $\lambda<\lambda_c$ have $k>k_c$ and cost energy, so they decay. Ripples with $\lambda>\lambda_c$ release energy and can grow. This is the Asaro-Tiller-Grinfeld instability.

The limits are as expected. When $\sigma_0\to0$, $\lambda_c$ goes to infinity and capillarity flattens every ripple. A larger surface energy or a stiffer solid also moves the neutral point to longer wavelengths. The stiffer solid does so because it stores less energy at a given stress.

### Step 7: numbers

It is convenient to use GPa and nm, since 1 J/m² = 1 GPa nm. With $1-\nu^2=0.9216$,

$$\lambda_c=\frac{\pi\times130\ \text{GPa}\times1\ \text{GPa nm}}{0.9216\times(1\ \text{GPa})^2}=443\ \text{nm}.$$

The corresponding wavenumber is $k_c=0.01418$ nm⁻¹, so the decay length in the factor $e^{kz}$ is $1/k_c\approx70$ nm.

For an amplitude of 1 nm, the terms in the cost per volume at a crest are as follows.

| $\lambda$ (nm) | capillary (MPa) | elastic (MPa) | sum (MPa) |
|---|---|---|---|
| 300 | 0.439 | −0.297 | +0.142 |
| 443 | 0.201 | −0.201 | 0 |
| 600 | 0.1097 | −0.1485 | −0.0388 |

Halving the wavelength multiplies the capillary term by four but the elastic term by two. This is why surface energy wins at short wavelengths. The free energy per area is $a/4$ times the last column. At 300 nm it is $0.25\ \text{nm}\times0.142\ \text{MPa}\approx3.5\times10^{-5}$ J/m². This is tiny beside $\gamma$, because a 1 nm ripple of this length is very shallow. The sign of the sum, not its size, decides between decay and growth.

A finite-element calculation gives an independent test. It minimises the elastic energy of a solid whose surface really is rippled, with $ak=0.03$, and adds the energy of the extra surface length. The total is positive at 300 nm and negative at 600 nm, and its zero lies at 443.4 nm. The factor 2 in the surface stress comes out as 1.999. The printed values are in the numerical output.

### Neutral does not mean fastest growing

The neutral wavelength marks the boundary of instability. The spacing that grows fastest depends also on how material moves. Suppose atoms diffuse along the surface with a flux proportional to $-dp/dx$. Conservation of volume then gives $\partial h/\partial t=M\,\partial^2p/\partial x^2$, with a positive constant $M$. For the ripple,

$$\frac{1}{a}\frac{da}{dt}=-Mk^2\gamma k(k-k_c)=M\gamma\,(k_ck^3-k^4).$$

The rate is zero at $k_c$. Its maximum follows from $3k_ck^2-4k^3=0$, so $k=3k_c/4$ and $\lambda=4\lambda_c/3\approx591$ nm. In this model a randomly roughened surface would therefore first develop ripples noticeably longer than $\lambda_c$.

### How far the number can be trusted

The data are roughly those of silicon along a cube axis. A stress of 1 GPa is of the size found in a silicon-germanium film of low germanium content grown on silicon. There the stress is compressive, which leaves $\lambda_c$ unchanged in this model. The formula is sensitive to its inputs:

- **Stress.** Since $\lambda_c\propto\sigma_0^{-2}$, a stress of 0.9 GPa gives 547 nm and 1.1 GPa gives 366 nm, with the other data fixed.
- **Surface energy.** In a crystal, $\gamma$ depends on the surface angle $\theta\approx h'$. Expanding $\gamma(\theta)\sqrt{1+h'^2}$ to second order replaces $\gamma$ in the ripple energy by the stiffness $\gamma+d^2\gamma/d\theta^2$. Values of 0.8 and 1.2 J/m² give 355 and 532 nm. At a facet, $\gamma(\theta)$ has a cusp, the expansion fails, and this linear theory does not apply.
- **Temperature.** Surface atoms need heat to move. If the modulus falls by roughly $6\times10^{-5}$ of its value per kelvin, heating by 600 K lowers $\lambda_c$ to 427 nm, with stress and surface energy fixed. In a film that keeps its misfit strain instead, the stress falls in proportion to the modulus. Then $\lambda_c\propto1/E$, and it rises to 460 nm. This assumes that film and substrate expand equally on heating. A silicon-germanium film expands more than silicon, which adds to its compression and can reverse the sign of the shift.
- **Surface stress.** A curved surface with surface stress $f$ presses on the solid with a load of size $fak^2$. Through Step 3 this changes the cost per volume by an amount of order $fak^2\sigma_0/E$. Relative to the capillary term, that is of order $\sigma_0/E=0.8\%$ if $f$ is comparable with $\gamma$. This is an estimate of size, not a calculated correction.

Two further assumptions, the deep stressed solid and the isotropic elasticity, are examined in the variations. The second moves the number by about 16% for a ripple along a cube axis, and by more for directions between the cube axes of the surface. A cube face of silicon can itself be a facet. The model also treats the film as a single species with a uniform misfit and no deposition. In an alloy the composition can differ between crests and troughs, and in a growing film new material arrives while the ripple forms. Both can shift the neutral and the observed wavelengths, and neither is included here. For a real film of this kind whose surface is not a facet, and whose surface stiffness is near 1 J/m², a fair statement is therefore "several hundred nanometres".

## Variation 1: a thin stressed film

**Question.** The stress now exists only in a film of thickness $H$, on a deep, unstressed substrate with the same elastic constants. Does $\lambda_c$ change when $H$ is much smaller than $\lambda_c$?

**Solution.** Before the ripple forms, $\sigma_{xx}=\sigma_0$ in the film and zero in the substrate. The interface is flat, with its normal along $z$, so $\sigma_{xx}$ exerts no force across it. The jump in stress is therefore in balance.

Linear elasticity allows the ripple's stress to be added to this state. The added stress sees a uniform elastic solid, because both materials have the same constants. Its load is still $\sigma_0h'$ at the surface. Steps 1 to 6 apply unchanged, and $\lambda_c$ does not depend on $H$. The substrate takes part in the relaxation even though it was unstressed at first.

The condition is that the troughs stay inside the film, $a<H$. The argument also leaves out any dependence of the surface energy on film thickness, and it fails if the substrate is stiffer or softer than the film.

The finite-element calculation was repeated with stress only in a film of thickness $\lambda/32$, which is about 14 nm at the neutral point. It again gives 443.4 nm.

This result matters because a thick film may not keep its stress. Dislocations can form at the interface and relax it. For equal stress along $x$ and $y$, the misfit strain is $\sigma_0(1-\nu)/E=0.55\%$. The Matthews-Blakeslee estimate balances the work done by the film stress against the line energy of a dislocation. For a dislocation whose Burgers vector, of length $b$, makes $60^\circ$ with its line and has a component $b/2$ along the stress,

$$\frac{\sigma_0Hb}{2}=\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}\left(\ln\frac Hb+1\right).$$

With the shear modulus $G=E/[2(1+\nu)]=50.8$ GPa and roughly $b=0.38$ nm, the solution is $H\approx20$ nm. Above this thickness, dislocations can lower the energy, although they may be slow to form. A film some hundreds of nanometres thick could thus lose much of its stress, and $\lambda_c$ would rise as $\sigma_0^{-2}$. The 14 nm film lies below the estimated limit.

## Variation 2: a cubic crystal

**Question.** Silicon is elastically cubic, not isotropic. Keep $E$ and $\nu$ as the values along the cube axes, but let the shear constant be roughly 80 GPa instead of the isotropic 50.8 GPa. The axes $x$, $y$ and $z$ lie along the cube axes. Find the new $\lambda_c$.

**Solution.** With no added strain along $y$, Hooke's law for the added stresses reads

$$\varepsilon_{xx}=b_{11}\sigma_{xx}+b_{12}\sigma_{zz},\quad
\varepsilon_{zz}=b_{12}\sigma_{xx}+b_{11}\sigma_{zz},\quad
2\varepsilon_{xz}=b_{66}\sigma_{xz},$$

where $b_{11}=(1-\nu^2)/E$, $b_{12}=-\nu(1+\nu)/E$ and $b_{66}$ is the inverse of the shear constant. A continuous displacement requires $\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}=2\partial_x\partial_z\varepsilon_{xz}$. Inserting the Airy function gives

$$b_{11}\phi_{zzzz}+(2b_{12}+b_{66})\phi_{xxzz}+b_{11}\phi_{xxxx}=0 .$$

For $\phi\propto e^{pkz}\cos kx$ this becomes

$$b_{11}p^4-(2b_{12}+b_{66})p^2+b_{11}=0 .$$

Let $p_1$ and $p_2$ be the two roots with positive real part, which decay into the solid. The product of the roots for $p^2$ is 1, so $p_1p_2=1$. Their sum is $p_1^2+p_2^2=(2b_{12}+b_{66})/b_{11}$. Hence

$$s\equiv p_1+p_2=\sqrt{2+\frac{2b_{12}+b_{66}}{b_{11}}}.$$

Zero normal stress at the surface requires $f=B(e^{p_1kz}-e^{p_2kz})$. The shear condition $kf'(0)=-\sigma_0ak$ gives $Bk(p_1-p_2)=-\sigma_0a$. The surface stress then changes by

$$f''(0)\cos kx=Bk^2(p_1^2-p_2^2)\cos kx=-s\,\sigma_0ak\cos kx .$$

The factor 2 has become $s$. The energy argument of Step 3 is unchanged along the cube axes, so $\lambda_c$ is multiplied by $2/s$. In the isotropic case $2b_{12}+b_{66}=2b_{11}$, and $s=2$ is recovered.

Here, in GPa⁻¹, $b_{11}=0.00709$, $b_{12}=-0.00276$ and $b_{66}=0.0125$. These give $s=1.728$ and

$$\lambda_c=443\ \text{nm}\times\frac{2}{1.728}=513\ \text{nm},$$

which is 16% above the isotropic value. The finite-element calculation with these constants gives 513.1 nm. The greater resistance to shear makes it harder for the crests to relax, so the ripple must be longer before the elastic gain can pay for the extra surface.

## Numbers as computed

```
Stress: 1.00 GPa
Young's modulus: 130 GPa
Poisson's ratio: 0.28
Surface energy: 1.00 J/m^2 (= GPa nm)
1 - nu^2: 0.9216
Neutral wavenumber: 0.01418 1/nm
Neutral wavelength, formula: 443.2 nm
Cost per volume at a crest, amplitude 1 nm:
  wavelength 300.0 nm: capillary 0.4386 MPa, elastic -0.2970 MPa, sum +0.1417 MPa
  wavelength 443.2 nm: capillary 0.2010 MPa, elastic -0.2010 MPa, sum +0.0000 MPa
  wavelength 600.0 nm: capillary 0.1097 MPa, elastic -0.1485 MPa, sum -0.0388 MPa
Finite-element ripple steepness a*k: 0.03
Finite-element neutral wavelength, thick solid: 443.4 nm
Finite-element surface-stress factor (theory 2): 1.999
Finite-element neutral wavelength, thin film: 443.4 nm
  film thickness at neutrality: 13.8 nm
Thin-sheet (plane-stress) wavelength: 408.4 nm
Isotropic shear modulus: 50.8 GPa
Rough cubic shear constant: 80 GPa
Cubic surface-stress factor: 1.728
Cubic neutral wavelength, formula: 513.0 nm
Cubic neutral wavelength, finite elements: 513.1 nm
Change due to cubic anisotropy: +15.8 %
Wavelength with surface stiffness 0.8 J/m^2: 355 nm
Wavelength with surface stiffness 1.2 J/m^2: 532 nm
Wavelength with stress 0.9 GPa: 547 nm
Wavelength with stress 1.1 GPa: 366 nm
Rough modulus softening: 6e-05 per K, over 600 K
Wavelength with softened modulus: 427 nm
Strain scale sigma/E: 0.77 %
Equibiaxial misfit strain: 0.55 %
Rough Burgers vector: 0.38 nm
Matthews-Blakeslee critical thickness: 20 nm
```
